# Open-circuit self-bias of an ideal Schottky diode under sinusoidal voltage: a numerical check

```python
"""
Self-bias of an ideal Schottky diode under a sinusoidal voltage.

Result under test: for I(V) = I_s (exp(V/V_T) - 1) and V = V_dc + V_a cos(wt),
zero mean current requires V_dc = -V_T ln I0(V_a/V_T).
V: metal relative to n-type semiconductor (forward positive); V_T = kT/q;
I_s: saturation current; V_a: amplitude; I0, I1: modified Bessel functions.
The thermionic law behind I(V), the limits, the source resistance, the settling
of a real capacitor-coupled circuit and the absorbed power are tested too.
SI units are used internally. Material values are rough, typical of a silicide
contact on (100) n-type silicon.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import i0, i1

q, k, h, hbar, m0 = const.e, const.k, const.h, const.hbar, const.m_e

# ---------------------------------------------------------------- inputs
T = 300.0
barrier = 0.60            # effective zero-bias barrier, eV
doping = 1e22             # m^-3
area = 1e-8               # m^2
amplitude = 0.2           # V
frequency = 1e6           # Hz
C_block = 1e-9            # F
m_long, m_trans = 0.92, 0.19   # silicon electron masses / m0
eps = 11.7 * const.epsilon_0
mobility = 0.12           # m^2/(V s)
R_series = 50.0           # ohm
R_meter = 1e7             # ohm
VT = k * T / q
omega = 2 * math.pi * frequency

# ------------------------------------------- thermionic emission constants
valleys = 2 * [(m_long, m_trans, m_trans), (m_trans, m_long, m_trans),
               (m_trans, m_trans, m_long)]
A_star = 4 * math.pi * q * m0 * k**2 / h**3 * sum(
    math.sqrt(my * mz) for _, my, mz in valleys)
Nc = 12 * (2 * math.pi * m0 * k * T / h**2)**1.5 * math.sqrt(
    m_long * m_trans**2)
phi_n = VT * math.log(Nc / doping)


def saturation_current(temp):
    return area * A_star * temp**2 * math.exp(-barrier * q / (k * temp))


Is = saturation_current(T)


def gaussian_integral(mass):
    return quad(lambda p: math.exp(-p * p / (2 * mass)), -12, 12,
                epsabs=0, epsrel=1e-10)[0]


def emitted_flux(V):
    """Current density over the barrier by integration over momentum."""
    height = barrier - phi_n - V
    total = 0.0
    for mx, my, mz in valleys:
        start = math.sqrt(2 * mx * height / VT)
        along = quad(lambda p: p / mx * math.exp(-p * p / (2 * mx)),
                     start, start + 12, epsabs=0, epsrel=1e-10)[0]
        total += along * gaussian_integral(my) * gaussian_integral(mz)
    scale = math.sqrt(m0 * k * T)
    return (q * 2 / h**3 * scale**3 * (scale / m0)
            * math.exp(-phi_n / VT) * total)


density = 2 / h**3 * (m0 * k * T)**1.5 * math.exp(-phi_n / VT) * sum(
    math.prod(gaussian_integral(m) for m in v) for v in valleys)
assert abs(density / doping - 1) < 1e-7
for V in (-0.2, 0.0, 0.05):
    law = A_star * T**2 * math.exp(-(barrier - V) / VT)
    assert abs(emitted_flux(V) / law - 1) < 1e-7
    net = area * (emitted_flux(V) - emitted_flux(0.0))
    assert abs(net - Is * math.expm1(V / VT)) < 1e-6 * Is

# ------------------------------------------------ self-bias and its limits
theta = 2 * np.pi * np.arange(512) / 512
cosine = np.cos(theta)


def self_bias(Va, vt=VT):
    return -vt * math.log(i0(Va / vt))


def mean_current(Vdc, Va):
    return Is * np.mean(np.expm1((Vdc + Va * cosine) / VT))


for Va in (0.01, 0.05, 0.1, 0.2, 0.3):
    root = brentq(lambda b: mean_current(b, Va), -Va - 0.01, 0.01, xtol=1e-14)
    assert abs(root - self_bias(Va)) < 1e-10
    step = 1e-5
    slope = (mean_current(root + step, Va)
             - mean_current(root - step, Va)) / (2 * step)
    assert abs(slope * VT / Is - 1) < 1e-5
    voltage = root + Va * cosine
    power_numeric = np.mean(voltage * Is * np.expm1(voltage / VT))
    power_formula = Is * Va * i1(Va / VT) / i0(Va / VT)
    assert abs(power_numeric / power_formula - 1) < 1e-7

x_small, x_large = 0.1, 50.0
log_small = math.log(np.mean(np.exp(x_small * cosine)))
assert abs((x_small**2 / 4 - log_small) / (x_small**4 / 64) - 1) < 0.01
log_large = x_large + math.log(np.mean(np.exp(x_large * (cosine - 1))))
rest = log_large - x_large + 0.5 * math.log(2 * math.pi * x_large)
assert abs(rest * 8 * x_large - 1) < 0.03

x = amplitude / VT
Vdc = self_bias(amplitude)
R_source = VT / Is
tau = R_source * C_block
power = Is * amplitude * i1(x) / i0(x)

# ------------------------------------- depletion layer of the real contact
V_built = barrier - phi_n
for _ in range(50):       # flat barrier = effective barrier + image lowering
    field0 = math.sqrt(2 * q * doping * (V_built - VT) / eps)
    V_built = barrier - phi_n + math.sqrt(q * field0 / (4 * math.pi * eps))


def peak_field(V):
    return np.sqrt(2 * q * doping * (V_built - V - VT) / eps)


def junction_capacitance(V):
    return area * math.sqrt(q * eps * doping / (2 * (V_built - V - VT)))


# ------------- time-domain circuit: source, blocking capacitor, diode + C_j
def voltage_rate(t, v):
    source_rate = -amplitude * omega * math.sin(omega * t)
    return ((C_block * source_rate - Is * math.expm1(v / VT))
            / (C_block + junction_capacitance(v)))


steps, cycles = 60, 1500
dt = 1 / (frequency * steps)
v = amplitude             # capacitor uncharged at the crest of the source
cycle_means = []
for cycle in range(cycles):
    samples = []
    for j in range(steps):
        t = j * dt        # the source is periodic
        samples.append(v)
        r1 = voltage_rate(t, v)
        r2 = voltage_rate(t + dt / 2, v + dt * r1 / 2)
        r3 = voltage_rate(t + dt / 2, v + dt * r2 / 2)
        r4 = voltage_rate(t + dt, v + dt * r3)
        v += dt * (r1 + 2 * r2 + 2 * r3 + r4) / 6
    cycle_means.append(sum(samples) / steps)
Vdc_circuit = cycle_means[-1]
phase = 2 * np.pi * np.arange(steps) / steps
amplitude_circuit = 2 * np.mean(np.array(samples) * np.cos(phase))
# the junction capacitance takes a little amplitude from the diode
assert abs(Vdc_circuit - Vdc) < 1.5e-3
assert abs(Vdc_circuit - self_bias(amplitude_circuit)) < 3e-4


def settling_variable(n):
    return -math.expm1(-(cycle_means[n] - Vdc_circuit) / VT)


tau_circuit = 200 / frequency / math.log(
    settling_variable(300) / settling_variable(500))
assert abs(tau_circuit / tau - 1) < 0.02

# --------------------- neglected effects: bias-dependent current prefactor
E00 = hbar / 2 * math.sqrt(doping / (m_trans * m0 * eps))     # in eV


def wkb_exponent(energy, height):
    a = energy / height
    s = np.sqrt(1 - a)
    return height / E00 * (s - a * np.log((1 + s) / np.sqrt(a)))


# check of the closed WKB exponent against the integral through the barrier
height_t, energy_t = 0.5, 0.3
width_t = math.sqrt(2 * eps * height_t / (q * doping))
exit_t = width_t * (1 - math.sqrt(energy_t / height_t))
direct = 2 * exit_t * quad(lambda s: math.sqrt(max(
    0.0, 2 * m_trans * m0 * q * (height_t * (1 - s * exit_t / width_t)**2
                                 - energy_t))) / hbar, 0, 1)[0]
assert abs(direct / wkb_exponent(energy_t, height_t) - 1) < 1e-5


def tunnel_gain_single(V):
    height = V_built - V
    n = 8000
    energy = height * (np.arange(n) + 0.5) / n
    weight = np.exp((height - energy) / VT - wkb_exponent(energy, height))
    return 1 + np.sum(weight) * height / n / VT


V_grid = np.linspace(-0.42, 0.12, 109)
tunnel_table = np.array([tunnel_gain_single(V) for V in V_grid])
v_emission = A_star * T**2 / (q * Nc)


def image_gain(V):
    return np.exp(np.sqrt(q * peak_field(V) / (4 * np.pi * eps)) / VT)


def tunnel_gain(V):
    return np.interp(V, V_grid, tunnel_table)


def diffusion_gain(V):
    return 1 / (1 + v_emission / (mobility * peak_field(V)))


def bias_shift(gain):
    def mean(b):
        V = b + amplitude * cosine
        return np.mean(gain(V) * np.expm1(V / VT))
    return brentq(mean, -0.2, -0.1, xtol=1e-13) - Vdc


shift_none = bias_shift(lambda V: np.ones_like(V))
shift_image = bias_shift(image_gain)
shift_tunnel = bias_shift(tunnel_gain)
shift_diffusion = bias_shift(diffusion_gain)
shift_all = bias_shift(
    lambda V: image_gain(V) * tunnel_gain(V) * diffusion_gain(V))
assert abs(shift_none) < 1e-10
assert min(shift_image, shift_tunnel, shift_diffusion) > 0

meter_bias = brentq(lambda b: mean_current(b, amplitude) + b / R_meter,
                    -0.2, -0.05, xtol=1e-14)
V_forward, V_reverse = Vdc + amplitude, Vdc - amplitude
peak_current = Is * math.expm1(V_forward / VT)
C_forward = junction_capacitance(V_forward)
series_drop = R_series * (peak_current + omega * C_forward * amplitude)
width = math.sqrt(2 * eps * (V_built - V_reverse - VT) / (q * doping))


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("temperature", T, "K")
show("barrier (rough)", barrier, "eV")
show("doping", doping * 1e-6, "cm^-3")
show("area", area * 1e4, "cm^2")
show("amplitude V_a", amplitude, "V")
show("frequency", frequency * 1e-6, "MHz")
show("blocking capacitor", C_block * 1e9, "nF")
show("longitudinal mass (rough)", m_long, "m0")
show("transverse mass (rough)", m_trans, "m0")
show("relative permittivity (rough)", eps / const.epsilon_0)
show("mobility (rough)", mobility * 1e4, "cm^2/Vs")
show("thermal voltage V_T", VT * 1e3, "mV", ".3f")
show("Richardson constant A*", A_star * 1e-4, "A/(cm^2 K^2)", ".1f")
show("saturation current I_s", Is * 1e9, "nA", ".1f")
show("x = V_a/V_T", x, "", ".4f")
show("I0(x)", i0(x), "", ".2f")
show("ln I0(x)", math.log(i0(x)), "", ".4f")
show("self-bias V_dc", Vdc * 1e3, "mV", ".2f")
show("forward peak voltage", V_forward * 1e3, "mV", ".2f")
show("reverse peak voltage", V_reverse * 1e3, "mV", ".2f")
show("large-x estimate of V_dc",
     (-amplitude + VT / 2 * math.log(2 * math.pi * x)) * 1e3, "mV", ".2f")
show("dc source resistance V_T/I_s", R_source * 1e-3, "kohm", ".1f")
show("settling time tau", tau * 1e6, "us", ".1f")
show("settling time, simulated circuit", tau_circuit * 1e6, "us", ".1f")
show("V_dc, simulated circuit", Vdc_circuit * 1e3, "mV", ".2f")
show("diode amplitude, simulated circuit", amplitude_circuit * 1e3,
     "mV", ".2f")
show("absorbed power", power * 1e9, "nW", ".2f")
for Va in (0.01, 0.05, 0.1, 0.3):
    print(f"V_a = {Va*1e3:.0f} mV: V_dc = {self_bias(Va)*1e3:.3f} mV, "
          f"-V_a^2/(4V_T) = {-Va**2/(4*VT)*1e3:.3f} mV")
VT_hot = k * 350 / q
show("V_dc at 350 K", self_bias(amplitude, VT_hot) * 1e3, "mV", ".2f")
show("source resistance at 350 K",
     VT_hot / saturation_current(350.0) * 1e-3, "kohm", ".2f")
show("built-in voltage", V_built, "V", ".3f")
show("shift of V_dc, image force", shift_image * 1e3, "mV", ".2f")
show("shift of V_dc, tunnelling", shift_tunnel * 1e3, "mV", ".2f")
show("shift of V_dc, diffusion limit", shift_diffusion * 1e3, "mV", ".2f")
show("shift of V_dc, all three", shift_all * 1e3, "mV", ".2f")
show("all three relative to |V_dc|", 100 * shift_all / abs(Vdc), "%", ".1f")
show("tunnelling energy E00", E00 * 1e3, "meV", ".2f")
show("meter resistance", R_meter * 1e-6, "Mohm")
show("shift of V_dc, meter load", (meter_bias - Vdc) * 1e3, "mV", ".2f")
show("series resistance", R_series, "ohm")
show("series voltage drop, upper estimate", series_drop * 1e3, "mV", ".3f")
show("junction capacitance at forward peak", C_forward * 1e12, "pF", ".2f")
show("peak field in reverse", peak_field(V_reverse) * 1e-8, "MV/cm", ".4f")
show("degeneracy measure N/Nc", doping / Nc, "", ".2e")
show("depletion width at reverse peak", width * 1e9, "nm", ".0f")
show("transit time, width/emission velocity",
     width / v_emission * 1e12, "ps", ".1f")
print("all good")
```

Output:

```
temperature: 300 K
barrier (rough): 0.6 eV
doping: 1e+16 cm^-3
area: 0.0001 cm^2
amplitude V_a: 0.2 V
frequency: 1 MHz
blocking capacitor: 1 nF
longitudinal mass (rough): 0.92 m0
transverse mass (rough): 0.19 m0
relative permittivity (rough): 11.7
mobility (rough): 1200 cm^2/Vs
thermal voltage V_T: 25.852 mV
Richardson constant A*: 246.6 A/(cm^2 K^2)
saturation current I_s: 184.8 nA
x = V_a/V_T: 7.7363
I0(x): 334.23
ln I0(x): 5.8118
self-bias V_dc: -150.25 mV
forward peak voltage: 49.75 mV
reverse peak voltage: -350.25 mV
large-x estimate of V_dc: -149.80 mV
dc source resistance V_T/I_s: 139.9 kohm
settling time tau: 139.9 us
settling time, simulated circuit: 140.5 us
V_dc, simulated circuit: -149.48 mV
diode amplitude, simulated circuit: 199.21 mV
absorbed power: 34.48 nW
V_a = 10 mV: V_dc = -0.958 mV, -V_a^2/(4V_T) = -0.967 mV
V_a = 50 mV: V_dc = -20.122 mV, -V_a^2/(4V_T) = -24.176 mV
V_a = 100 mV: V_dc = -59.756 mV, -V_a^2/(4V_T) = -96.704 mV
V_a = 300 mV: V_dc = -244.849 mV, -V_a^2/(4V_T) = -870.339 mV
V_dc at 350 K: -144.38 mV
source resistance at 350 K: 4.35 kohm
built-in voltage: 0.416 V
shift of V_dc, image force: 2.16 mV
shift of V_dc, tunnelling: 1.67 mV
shift of V_dc, diffusion limit: 0.50 mV
shift of V_dc, all three: 4.46 mV
all three relative to |V_dc|: 3.0 %
tunnelling energy E00: 1.25 meV
meter resistance: 10 Mohm
shift of V_dc, meter load: 1.99 mV
series resistance: 50 ohm
series voltage drop, upper estimate: 0.364 mV
junction capacitance at forward peak: 4.94 pF
peak field in reverse: 0.0479 MV/cm
degeneracy measure N/Nc: 3.64e-04
depletion width at reverse peak: 309 nm
transit time, width/emission velocity: 6.1 ps
all good
```
